Effective phonon transmission with a probe balanced at every frequency

**Form of the answer**

Let a junction exchange heat with reservoirs 1 and 2 and with a probe p. At one frequency, let x = T1p and y = Tp2 be the transmissions between the probe and the two reservoirs, equal in both directions. The probe adjusts its occupation n_p until it carries no net current. What it adds to the transmission from 2 to 1 is then nearly fixed by symmetry and scaling.

The balance is one linear equation for n_p, whose coefficient is linear in x and y. The current between 1 and p is x(n1 − n_p), and it vanishes when y = 0, since the probe then fills to n1. Multiplying x and y by a common factor leaves n_p unchanged. The added term is therefore C xy/(αx + βy), and exchanging 1 and 2 requires α = β. If y is formally much larger than x, then n_p → n2 and the term must become x, so C = β. The added term is

xy/(x + y),

two conductances in series. The theorem below adds the direct path, derives the currents and drops the equality of the two directions.

**Setting and assumptions**

The junction has displacements u, mass matrix M and real symmetric stiffness K. A real antisymmetric matrix B may add velocity-dependent sideways forces, which do no work because u̇ᵀBu̇ = 0. With f_a the force from reservoir a,

M ü = −K u + B u̇ + Σ_a f_a, a = 1, 2, p.

All forces are linear. The reservoirs are initially uncorrelated, each mode having a stationary occupation, and the junction has no undamped mode, so a steady state is reached. The probe's occupation n_p(ω) is free and need not be thermal. Fourier components carry exp(−iωt). Define

G = [ω²M − K − iωB − Σ1 − Σ2 − Σp]⁻¹,
Γ_a = i(Σ_a − Σ_a†), Γ = Γ1 + Γ2 + Γp,
T_ab = Tr[Γ_a G Γ_b G†], from b into a.

Every T_ab, including T12, is evaluated with the probe attached. It is non-negative, being the trace of XX† with X = Γ_a^(1/2) G Γ_b^(1/2).

**Theorem.** If the probe's net current vanishes separately at every frequency, the heat current from 1 to 2 is

J = ∫₀^∞ (dω/2π) ħω T_eff (n1 − n2),
T_eff = T12 + T1p Tp2/(Tp1 + Tp2).

If B = 0, then Tp1 = T1p and the denominator is T1p + Tp2. Where Tp1 + Tp2 = 0, T_eff = T12.

**Lemma 1 (noise).** The force is f_a = ξ_a − Σ_a u, and the symmetrized spectrum of ξ_a is S_a = ħΓ_a(n_a + 1/2).

Proof. Let the reservoir have unit-mass modes q_k of frequency Ω_k that exert the forces h_k q_k, with h_k a real column. Then q̈_k = −Ω_k² q_k + h_kᵀu, with solution

q_k = q_k(free) + h_kᵀu/[Ω_k² − (ω + i0)²].

Hence ξ_a = Σ_k h_k q_k(free) and Σ_a = Σ_k h_k h_kᵀ/[(ω + i0)² − Ω_k²]. For ω > 0 its imaginary part gives

Γ_a = π Σ_k h_k h_kᵀ δ(ω − Ω_k)/Ω_k.

The symmetrized correlation of a free mode is (ħ/Ω_k)(n_k + 1/2) cos Ω_k t. Its transform at ω > 0 is πħ(n_k + 1/2)δ(ω − Ω_k)/Ω_k, which gives S_a. Negative frequencies are covered by n(−ω) = −1 − n(ω), because Γ_a and n + 1/2 are both odd. ∎

**Lemma 2 (current).** The power from reservoir a into the junction is

J_a = ∫₀^∞ (dω/2π) ħω j_a, j_a = Σ_b T_ab(n_a − n_b).

Proof. The equation of motion gives u = −Gξ, with ξ = Σ_a ξ_a. Noises of different reservoirs are uncorrelated, so with S = Σ_b S_b the spectra of ξ_a u† and uu† are −S_aG† and GSG†. The power is the mean of u̇ᵀ(ξ_a − Σ_a u). Since u̇† = iωu†,

J_a = ∫₋∞^∞ (dω/2π) Re{iω Tr[−S_aG† − Σ_aGSG†]}
= ∫₋∞^∞ (dω/2π) ω Im Tr[S_aG† + Σ_aGSG†].

From the definition of G, G⁻¹ − (G†)⁻¹ = iΓ, because iB is Hermitian and cancels. Multiplying by G on the left and G† on the right, or in the opposite order, gives

G − G† = −iGΓG† = −iG†ΓG. (1)

As S_a is Hermitian, Im Tr S_aG† = Tr S_a(G† − G)/(2i) = ½ Tr S_aGΓG†. As GSG† is Hermitian, Im Tr Σ_aGSG† = −½ Tr Γ_aGSG†. Inserting S_a from Lemma 1,

J_a = ∫₋∞^∞ (dω/2π)(ħω/2) Σ_b T_ab[(n_a + 1/2) − (n_b + 1/2)].

Reversing ω conjugates G and changes the sign of each Γ_a, so the real T_ab is even. Both ω and n_a − n_b are odd. The integrand is even, and twice the positive half gives the lemma. ∎

**Lemma 3 (sum rule).** Σ_b T_ab = Σ_b T_ba.

Proof. The left side is Tr Γ_aGΓG†. The right side is Tr ΓGΓ_aG† = Tr Γ_aG†ΓG. They agree by (1). ∎

Consequently Σ_a j_a = Σ_a n_a Σ_b(T_ab − T_ba) = 0, so energy is conserved at each frequency.

**Proof of the theorem**

Setting j_p = Tp1(n_p − n1) + Tp2(n_p − n2) to zero gives

n_p = (Tp1 n1 + Tp2 n2)/(Tp1 + Tp2). (2)

Subtracting this from n1 over the common denominator,

n1 − n_p = Tp2(n1 − n2)/(Tp1 + Tp2).

Therefore

j1 = T12(n1 − n2) + T1p(n1 − n_p) = T_eff(n1 − n2),

and j2 = −j1 because the currents sum to zero. If Tp1 + Tp2 = 0, Lemma 3 gives T1p + T2p = 0. Both terms are non-negative, so T1p = 0 and the probe drops out.

If B = 0, then K and the Σ_a are symmetric, hence Gᵀ = G. Transposing the product inside the trace for T_ab turns it into T_ba, so T1p = Tp1. ∎

The result was compared with the quantum time evolution of three 300-mass chains joined to one mass. In units with ħ, k_B, the chain masses and the chain springs equal to 1, the central mass was 2, its anchoring spring 0.5, and the contact springs 1, 0.5 and 0.7 for 1, 2 and p. The temperatures were 0.6 and 0.2, and the probe chain was prepared with (2). The evolution gave J1 = 0.028563 and a probe current of −5.8×10⁻¹⁰. The theorem gives 0.028563.

**Proposition (why the second term is phase-broken).** Let the probe be a friction force of coefficient η on one site c. Replace it by a lossless string of the same impedance ending at a wall. At fixed frequency, the average of the coherent transmission over a uniformly distributed round-trip phase equals T_eff.

Proof. Put b = ωη. On an endless string the outgoing wave exerts the force ib u_c, so Σp = −ib on site c and Γp = 2b. A wall at distance L makes the displacement proportional to sin[k(L − x)], with k the wavenumber on the string. The force becomes −b cot θ u_c with θ = kL, a real spring. The self-energy on site c has changed by

δ = b(cot θ + i) = −2ibz/(1 − z), z = exp(2iθ).

Let e be the unit vector of site c and g = G_cc. The new Green function is the inverse of G⁻¹ − δeeᵀ:

G_θ = G + Ge [δ/(1 − δg)] eᵀG
= G − 2ib Ge eᵀG Σ_{k≥0} r^k z^(k+1), r = 1 − 2ibg.

The power k counts returns to the junction that end in re-entry to the string. From the diagonal element of (1), 2 Im g = −(GΓG†)_cc, so

|r|² = 1 + 4b Im g + 4b²|g|²
= 1 − 2b[2b|g|² + (GΓ1G†)_cc + (GΓ2G†)_cc] + 4b²|g|²
= 1 − Tp1 − Tp2.

The series converges if Tp1 + Tp2 > 0. If the sum is zero, then Tp2 = 0 means eᵀGΓ2 = 0, so the added part of G_θ does not contribute and the transmission is T12 = T_eff at every phase where G_θ exists. It can fail to exist at one phase, which has no weight in the average. Averaging Tr Γ1G_θΓ2G_θ† over θ removes products of different powers of z. The zeroth power gives T12 and the others give

4b²(G†Γ1G)_cc (GΓ2G†)_cc Σ_k |r|^(2k) = T1p Tp2/(Tp1 + Tp2). ∎

The proof covers one probe with one channel. It did not use reciprocity. A ring of three unit masses tests this, with sites 1, 2, 3 attached to 1, 2, p. Its stiffness has diagonal 2.6, 2.3, 1.9 and off-diagonal elements K12 = −1, K13 = −0.7, K23 = −0.5. The sideways forces have B12 = B23 = B31 = 0.6 and the frictions are 0.5, 0.8, 0.4. At ω = 1.3, T1p = 0.788 but Tp1 = 0.058. Formula and phase average both give 0.861342, whereas the denominator T1p + Tp2 would give 0.517.

**Remark 1 (uniform chain).** Put the probe on one site of an endless chain of masses m and springs k_s, with η = mγ. With q the phase advance per site, mω² = 2k_s(1 − cos q). Each half-chain adds k_s exp(iq) to the inverse Green function of the site:

1/G_cc = mω² − 2k_s + 2k_s exp(iq) + ib = i(2s + b), s = k_s sin q.

Each half-chain has Γ = 2s and the probe has 2b, so

T12 = 4s²/(2s + b)², T1p = Tp2 = 4sb/(2s + b)²,
T_eff = (4s² + 2sb)/(2s + b)² = 2s/(2s + b).

With ω = ω_max sin(q/2) and ω_max² = 4k_s/m, 2s = mω√(ω_max² − ω²), hence

T_eff = 1/[1 + γ/√(ω_max² − ω²)].

Transmission is nearly 1 where γ ≪ √(ω_max² − ω²), but at the band edge it falls to zero for any γ > 0. For b ≫ s, T12 falls as 1/b² and the phase-broken term as 1/b: strong friction holds the site still and blocks both paths.

**Remark 2 (one resonance).** For one oscillator of mass m and frequency ω0, with friction reservoirs η1, η2, η_p and sum η, |G|² = 1/[m²(ω² − ω0²)² + ω²η²] and

T_eff = 4ω²η1η2|G|² [1 + η_p/(η1 + η2)] = 4ω²η1η2|G|² η/(η1 + η2).

To integrate, put v = ω − ω0²/ω, so that ω²|G|² = 1/(m²v² + η²). The substitution ω → ω0²/ω reverses v. Averaging the two forms of the integral gives

∫₀^∞ ω²|G|² dω = ½ ∫₋∞^∞ dv/(m²v² + η²) = π/(2mη),
∫₀^∞ T_eff dω = 2πη1η2/[m(η1 + η2)].

The probe lowers and broadens the resonance but keeps its area, and far from resonance it multiplies the transmission by the factor η/(η1 + η2). A finite lead band breaks this conservation.

**Remark 3 (energy exchange).** A probe with one temperature balances its total current, not each frequency. For a small temperature difference, let κ_ab be the integral of (dω/2π) ħω (∂n/∂T) T_ab. The same elimination gives κ12 + κ1pκp2/(κ1p + κp2) for a reciprocal junction. This is never below the spectral-probe value, because

xy/(x + y) = min over σ of [x(1 − σ)² + yσ²],

with the minimum at σ = x/(x + y). The spectral probe minimizes at each frequency, the thermal one with a single σ. They agree if x/y is the same at all contributing frequencies.

**Worked junction**

The model is a longitudinal chain of 20 CH2 units of 14 u joined by 300 N/m springs. Contacts of 30 N/m tie it to gold-like chains of 197 u and 60 N/m, whose cutoff is 4.31 THz. These are rough round parameters. The temperature is 300 K. A probe on unit 5 has γ = 20/ps, or 1/ps when divided by the number of units.

At 3.8739 THz, next to the upper transmission peak, the probe-free transmission is 1.000. With the probe,

T_eff = 0.2608 + 0.4999 × 0.4997/(0.4999 + 0.4997) = 0.2608 + 0.2499 = 0.5107.

The phase average is also 0.5107. At the resonance of one oscillator with η1 = η2, Remark 2 gives T12 = (2η1/η)² and T_eff = 2η1/η, so T_eff = √T12. Here √0.2608 = 0.5107, but this is no evidence of an isolated mode. Where the probe-free chain transmits perfectly, the wave from the right is the conjugate of the wave from the left, so the probe-free G_cc = −ia is purely imaginary. Then T12 = 1/(1 + ab)² and T_eff = 1/(1 + ab) for any probe site. The uniform chain of Remark 1, which has no resonance, obeys the same relation. With reservoirs at 310 and 290 K the occupations are 1.217 and 1.113, and the probe settles at 1.165.

At 1.000 THz the probe changes the transmission from 0.674 to 0.635, and at 4.000 THz from 0.386 to 0.341. It lowers the transmission at these three frequencies, but raises it over about a quarter of the lead band. The gain lies between 2.89 and 3.66 THz and above 4.02 THz. Remark 2 shows that a probe can raise the transmission away from a resonance, but it need not: there is no gain at the transmission minimum near 0.9 THz.

Without the probe, the chain modes above the lead cutoff are undamped, so the assumption of the theorem fails for them. They are localized and carry no time-averaged current between the leads, and the transmission integral over the lead band still gives the mean conductance, 31.3 pW/K. With it,

24.1 (direct) + 4.4 (phase-broken) = 28.5 pW/K,

a reduction of 9 percent. Units 5 and 16 give the largest reduction. Other probe sites give totals up to 29.4 pW/K, a reduction of 6 percent. Keeping the direct term alone would have given 23 percent. With all else fixed, γ = 2, 20, 200 and 2000/ps gives totals of 31.0, 28.5, 16.2 and 3.1 pW/K. The phase-broken part rises from 0.7 to about 8.9 pW/K near 150/ps, is 8.8 at 200/ps and drops to 2.8 at 2000/ps, while the direct part falls to 0.3. This is the blocking of Remark 1.

**Beside a real molecular junction**

Single alkane molecules between gold electrodes conduct roughly a few tens of pW/K, the same order as the model. This does not validate its parameters. Strong friction on one CH2 unit is a modelling choice, not a typical molecular property. The one-dimensional electrodes are a more serious departure. Giving the contact atom a three-dimensional Debye response, with mode density proportional to ω² up to the same cutoff, lowers 28.5 to 13.5 pW/K. The two omitted polarizations act the other way. Perfect transmission through both across the band would add 117 pW/K, which is a ceiling for a single contact atom on each side with this cutoff, and not an estimate.

The other changes tested have small effects here. A single-temperature probe gives 29.0 pW/K. So does the same total friction spread over the 18 inner units, each balanced separately by solving Σ_b T_ib(n_i − n_b) = 0 for all probes i together. For a contact with Morse parameter a = 15/nm (rough), the curvature is proportional to 2exp(−2ax) − exp(−ax). Averaging over Gaussian stretches of standard deviation σ_x, centred so that the mean force vanishes, multiplies the stiffness by exp(−a²σ_x²). The classical thermal stretch of the 30 N/m contact is σ_x = √[k_BT/(30 N/m)] = 0.0118 nm. The factor is then 0.97, and the conductance becomes 28.0 pW/K. A 20 K bias leaves 28.5 pW/K unchanged at this precision. The numerical output lists the remaining values.

Calculated quantities

```
TESTS (dimensionless model units)
three-lead dynamics: J1 = 0.028563, J2 = -0.028563, Jp = -5.8e-10
three-lead formula:  J1 = 0.028563
ring T1p = 0.78835, Tp1 = 0.05826
ring T_eff: formula 0.861342, phase average 0.861342
ring with denominator T1p+Tp2: 0.516669
ring currents, covariance: [ 0.218436 -0.255381  0.036945]
ring currents, formula:    [ 0.218436 -0.255381  0.036945]
JUNCTION INPUTS
units 20, probe on unit 5, T = 300 K
masses: unit 14 u, lead atom 197 u
springs: chain 300, lead 60, contact 30 N/m
probe rate 20 /ps; rate/units 1.00 /ps
lead cutoff 4.311 THz
TRANSMISSIONS (dimensionless)
f/THz   T12     T1p     Tp2     broken  T_eff   average no probe
1.000  0.56022 0.19784 0.11947 0.07449 0.63471 0.63471 0.67432
3.874  0.26080 0.49987 0.49967 0.24989 0.51068 0.51068 0.99999
4.000  0.15529 0.39601 0.35113 0.18611 0.34140 0.34140 0.38575
at 3.874 THz: n(310 K) = 1.21709, n(290 K) = 1.11290
probe occupation there: 1.16500
CONDUCTANCES (pW/K)
no probe 31.289
direct 24.107 + phase-broken 4.435 = 28.542
rate/(1/ps)  direct   broken   total
       2     30.296    0.694   30.990
      20     24.107    4.435   28.542
     200      7.429    8.772   16.201
    2000      0.307    2.804    3.111
NEGLECTED EFFECTS (pW/K unless marked)
single-temperature probe 28.9945 (spectral probe 28.5423)
friction spread over inner units 28.971
3D Debye electrodes: with probe 13.545, without 15.345
Morse parameter 15 /nm, rms contact stretch 0.0118 nm
contact stiffness factor 0.9694, conductance 27.970
20 K bias: heat 570.84 pW, heat/bias 28.5421
classical limit 28.772
ceiling per polarization 58.743, two omitted ones 117.486
```
